# How degenerate mobility scales with electron density for three scattering mechanisms: verification in Python

```python
"""
Degenerate mobility versus electron density n in one parabolic 3D band.
Results under test, with kF = (3 pi^2 n)^(1/3) and mobility = e tau(kF)/m:
  acoustic phonons and alloy disorder: 1/tau = M2 m kF/(pi hbar^3),
      hence mobility ~ n^(-1/3) for a density-independent M2;
  ionized impurities with N_imp = n:
      mobility = 24 pi^3 eps^2 hbar^3/(m^2 e^3 F(b)),
      F(b) = ln(1+b) - b/(1+b), b = pi a kF, a = effective Bohr radius.
M2 is volume times the squared matrix element. Units are SI.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

pi, hbar, e, kB = np.pi, const.hbar, const.e, const.k
mass_ratio, eps_ratio, T = 0.05, 15.0, 80.0
m, eps = mass_ratio * const.m_e, eps_ratio * const.epsilon_0
Xi_eV, c_l, rho = 10.0, 1.5e11, 6000.0
x_alloy, dU_eV, site_volume = 0.3, 0.5, 5e-29
sound = np.sqrt(c_l / rho)
bohr = 4 * pi * eps * hbar**2 / (m * e**2)
M2_acoustic = (Xi_eV * e)**2 * kB * T / c_l
M2_alloy = x_alloy * (1 - x_alloy) * (dU_eV * e)**2 * site_volume
densities = np.array([1.0, 2.0, 4.0, 8.0]) * 1e24


def fermi_k(n):
    return (3 * pi**2 * n)**(1 / 3)


def fermi_energy(n):
    return (hbar * fermi_k(n))**2 / (2 * m)


def F(b):
    return np.log1p(b) - b / (1 + b)


def impurity_slope(b):
    return -b**2 / (3 * (1 + b)**2 * F(b))


def screening_q2(n):
    return 4 * fermi_k(n) / (pi * bohr)


def contact_mobility(n, M2):
    return pi * e * hbar**3 / (m**2 * M2 * fermi_k(n))


def impurity_mobility(n):
    return 24 * pi**3 * eps**2 * hbar**3 / (m**2 * e**3 * F(pi * bohr * fermi_k(n)))


# Golden rule with a narrow Gaussian replacing the energy delta function.
energy_nodes, energy_weights = np.polynomial.legendre.leggauss(50)
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(300)


def golden_mobility(n, M2_of_q2):
    k, E = fermi_k(n), fermi_energy(n)
    width = 0.005 * E
    shift = 6 * width * energy_nodes
    k_final = np.sqrt(2 * m * (E + shift)) / hbar
    delta = np.exp(-shift**2 / (2 * width**2)) / (width * np.sqrt(2 * pi))
    q2 = k**2 + k_final[:, None]**2 - 2 * k * k_final[:, None] * cos_nodes
    angular = (M2_of_q2(q2) * (1 - cos_nodes)) @ cos_weights
    integral = np.sum(6 * width * energy_weights * delta
                      * m * k_final / hbar**2 * angular)
    rate = 2 * pi / hbar * integral / (4 * pi**2)
    return e / (m * rate)


def golden_contact(n, M2):
    return golden_mobility(n, lambda q2: M2 * np.ones_like(q2))


def golden_impurity(n, n_imp=None):
    count = n if n_imp is None else n_imp
    qs2 = screening_q2(n)
    return golden_mobility(n, lambda q2: count * e**4 / (eps * (q2 + qs2))**2)


def golden_screened_contact(n, M2):
    qs2 = screening_q2(n)
    return golden_mobility(n, lambda q2: M2 * (q2 / (q2 + qs2))**2)


def log_slope(function, n):
    step = 1.02
    return np.log(function(n * step) / function(n / step)) / (2 * np.log(step))


for n in densities:
    b = pi * bohr * fermi_k(n)
    for M2 in (M2_acoustic, M2_alloy):
        assert abs(golden_contact(n, M2) / contact_mobility(n, M2) - 1) < 1e-3
        assert abs(log_slope(lambda d: golden_contact(d, M2), n) + 1 / 3) < 1e-3
    assert abs(golden_impurity(n) / impurity_mobility(n) - 1) < 1e-3
    assert abs(log_slope(golden_impurity, n) - impurity_slope(b)) < 1e-3

n0, n1 = densities[0], densities[-1]
fixed_slope = log_slope(lambda d: golden_impurity(d, n0), n0)
b0 = pi * bohr * fermi_k(n0)
assert abs(fixed_slope - (1 + impurity_slope(b0))) < 1e-3 and fixed_slope > 0

# Thomas-Fermi screening from the density as a function of Fermi energy.
def density_at(E):
    return (2 * m * E)**1.5 / (3 * pi**2 * hbar**3)


E0 = fermi_energy(n0)
dn_dE = (density_at(E0 * 1.001) - density_at(E0 * 0.999)) / (0.002 * E0)
assert abs(e**2 * dn_dE / eps / screening_q2(n0) - 1) < 1e-5

# Alloy disorder: spectral power of random site energies at nonzero q.
rng = np.random.default_rng(12)
sites = np.where(rng.random((4000, 64)) < x_alloy, dU_eV, 0.0)
power = np.mean(np.abs(np.fft.fft(sites, axis=1)[:, 1:])**2) / 64
alloy_variance = x_alloy * (1 - x_alloy) * dU_eV**2
assert abs(power / alloy_variance - 1) < 0.02  # sampling error below 1 percent


# Phonon occupation and Pauli blocking, relative to equipartition.
def phonon_rate_ratio(X):
    nodes, weights = np.polynomial.legendre.leggauss(20)
    energy = np.linspace(-40, 40, 8001)
    step = energy[1] - energy[0]
    occupied = 1 / (np.exp(energy) + 1)
    total = 0.0
    for x, w in zip(X * (nodes + 1) / 2, X * weights / 2):
        bose = 1 / np.expm1(x)
        absorb = np.sum(occupied / (1 + np.exp(-energy - x))) * step
        emit = np.sum(occupied / (1 + np.exp(-energy + x))) * step
        factor = x * (bose * absorb + (bose + 1) * emit) / 2
        total += w * 4 * x**3 / X**4 * factor
    return total


phonon_X = [2 * hbar * sound * fermi_k(n) / (kB * T) for n in (n0, n1)]
phonon_ratio = [phonon_rate_ratio(X) for X in phonon_X]
for X, ratio in zip(phonon_X, phonon_ratio):
    assert abs(ratio - (1 - X**2 / 18)) < 1e-3


# Full thermal average at fixed n, including finite-temperature screening.
def thermal_ratios(n, temperature):
    kT = kB * temperature
    prefactor = (2 * m * kT)**1.5 / hbar**3

    def grid(eta):
        y = np.linspace(1e-6, eta + 40, 20001)
        return y, 1 / (4 * np.cosh((y - eta) / 2)**2), y[1] - y[0]

    def density(eta):
        y, window, dy = grid(eta)
        return prefactor / (3 * pi**2) * np.sum(y**1.5 * window) * dy

    eta = brentq(lambda z: density(z) - n, 0, 200)
    y, window, dy = grid(eta)
    dn_dmu = prefactor / (2 * pi**2 * kT) * np.sum(np.sqrt(y) * window) * dy
    qs2 = e**2 * dn_dmu / eps
    k = np.sqrt(2 * m * kT * y) / hbar
    tau_contact = pi * hbar**3 / (M2_alloy * m * k)
    tau_imp = 8 * pi * eps**2 * hbar**3 * k**3 / (n * m * e**4 * F(4 * k**2 / qs2))
    norm = np.sum(y**1.5 * window)
    averages = [e / m * np.sum(y**1.5 * window * tau) / norm
                for tau in (tau_contact, tau_imp)]
    return averages[0] / contact_mobility(n, M2_alloy), averages[1] / impurity_mobility(n)


thermal = thermal_ratios(n0, T)
thermal_half = thermal_ratios(n0, T / 2)
t0 = kB * T / E0
assert abs(thermal[0] - (1 - pi**2 * t0**2 / 12)) < 5e-4
for warm, cool in zip(thermal, thermal_half):
    assert 3.3 < (warm - 1) / (cool - 1) < 4.7  # quadratic in temperature


# Exact transport cross section of the attractive screened charge / Born value.
def partial_wave_ratio(b):
    coupling, s = pi / b, 2 / np.sqrt(b)
    l = np.arange(int(10 / s) + 7)
    x = 0.02 * (l + 1)
    end, steps = 14 / s, 12000
    h = (end - x) / steps

    def W(r):
        return l * (l + 1) / r**2 - 2 * coupling * np.exp(-s * r) / r - 1

    u, v = np.ones(len(l)), (l + 1) / x - coupling / (l + 1)
    W_left = W(x)
    for _ in range(steps):
        W_mid, W_right = W(x + h / 2), W(x + h)
        a1, c1 = v, W_left * u
        a2, c2 = v + h / 2 * c1, W_mid * (u + h / 2 * a1)
        a3, c3 = v + h / 2 * c2, W_mid * (u + h / 2 * a2)
        a4, c4 = v + h * c3, W_right * (u + h * a3)
        u = u + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        v = v + h / 6 * (c1 + 2 * c2 + 2 * c3 + c4)
        x, W_left = x + h, W_right
    j, y = spherical_jn(l, end), spherical_yn(l, end)
    dj = j + end * spherical_jn(l, end, derivative=True)
    dy = y + end * spherical_yn(l, end, derivative=True)
    phase = np.arctan((dj * u - end * j * v) / (dy * u - end * y * v))
    total = np.sum((l[:-1] + 1) * np.sin(np.diff(phase))**2)
    return 2 * total / (coupling**2 * F(b))


born_b = [5.0, b0, 100.0]
born_ratio = [partial_wave_ratio(b) for b in born_b]
assert abs(born_ratio[2] - 1) < 0.05
assert abs(born_ratio[2] - 1) < abs(born_ratio[0] - 1)

# Limits of the impurity exponent and the point where it equals -1/3.
assert abs(impurity_slope(1e8) * 3 * (np.log(1e8) - 1) + 1) < 1e-5
assert abs(impurity_slope(1e-3) + 2 / 3) < 2e-3
b_equal = brentq(lambda b: impurity_slope(b) + 1 / 3, 0.5, 10)
n_equal = (b_equal / (pi * bohr))**3 / (3 * pi**2)
assert impurity_slope(2 * b_equal) > -1 / 3 > impurity_slope(b_equal / 2)
screened_slope = np.log(golden_screened_contact(n1, M2_alloy)
                        / golden_screened_contact(n0, M2_alloy)) / np.log(n1 / n0)
screened_gain = [golden_screened_contact(n, M2_alloy) / contact_mobility(n, M2_alloy)
                 for n in (n0, n1)]

print(f"mass {mass_ratio} m_e; relative permittivity {eps_ratio}; T {T} K")
print(f"Xi {Xi_eV} eV; c_l {c_l:.2e} Pa; mass density {rho} kg/m^3")
print(f"alloy x {x_alloy}; dU {dU_eV} eV; site volume {site_volume:.1e} m^3")
print(f"sound speed {sound:.1f} m/s; effective Bohr radius {bohr*1e9:.3f} nm")
print(f"kT {kB*T/e*1e3:.3f} meV; kT/E_F at lowest n {t0:.4f}")
mobilities = []
for n in densities:
    b = pi * bohr * fermi_k(n)
    mu = [contact_mobility(n, M2_acoustic), contact_mobility(n, M2_alloy),
          impurity_mobility(n)]
    mu.append(1 / sum(1 / value for value in mu))
    mobilities.append(mu)
    print(f"n {n:.1e} m^-3: kF {fermi_k(n):.4e} m^-1, E_F {fermi_energy(n)/e*1e3:.2f} meV")
    print(f"  b {b:.3f}, F(b) {F(b):.4f}, impurity exponent {impurity_slope(b):.4f}")
    print(f"  mobility acoustic {mu[0]:.3f}, alloy {mu[1]:.3f} m^2/(V s)")
    print(f"  mobility impurity {mu[2]:.4f}, combined {mu[3]:.4f} m^2/(V s)")
change = np.array(mobilities[-1]) / np.array(mobilities[0])
print("mobility ratio, highest n / lowest n (dimensionless):")
print(f"  acoustic {change[0]:.4f}, alloy {change[1]:.4f}")
print(f"  impurity {change[2]:.4f}, combined {change[3]:.4f}")
print("lowest-n mobilities in cm^2/(V s): acoustic, alloy, impurity, combined")
print("  " + ", ".join(f"{value*1e4:.0f}" for value in mobilities[0]))
print(f"golden-rule acoustic exponent {log_slope(lambda d: golden_contact(d, M2_acoustic), n0):.5f}")
print(f"golden-rule alloy exponent {log_slope(lambda d: golden_contact(d, M2_alloy), n0):.5f}")
print(f"golden-rule impurity exponent at lowest n {log_slope(golden_impurity, n0):.5f}")
print(f"impurity exponent at fixed N_imp, lowest n {fixed_slope:.4f}")
print(f"impurity exponent equals -1/3 at b {b_equal:.4f}, n {n_equal:.3e} m^-3")
print(f"sampled / predicted alloy variance {power/alloy_variance:.4f}")
for n, X, ratio in zip((n0, n1), phonon_X, phonon_ratio):
    print(f"n {n:.1e} m^-3: phonon X {X:.4f}, rate / equipartition {ratio:.5f}")
print(f"thermal / degenerate mobility, lowest n: contact {thermal[0]:.4f}")
print(f"thermal / degenerate mobility, lowest n: impurity {thermal[1]:.4f}")
print(f"screened / bare contact mobility: lowest n {screened_gain[0]:.4f}, highest n {screened_gain[1]:.4f}")
print(f"mean screened-contact exponent over the range {screened_slope:.4f}")
for b, ratio in zip(born_b, born_ratio):
    print(f"b {b:.3f}: exact / Born transport cross section {ratio:.4f}")
print("all good")
```

Running it gives:

```
mass 0.05 m_e; relative permittivity 15.0; T 80.0 K
Xi 10.0 eV; c_l 1.50e+11 Pa; mass density 6000.0 kg/m^3
alloy x 0.3; dU 0.5 eV; site volume 5.0e-29 m^3
sound speed 5000.0 m/s; effective Bohr radius 15.875 nm
kT 6.894 meV; kT/E_F at lowest n 0.0945
n 1.0e+24 m^-3: kF 3.0937e+08 m^-1, E_F 72.93 meV
  b 15.429, F(b) 1.8599, impurity exponent -0.1581
  mobility acoustic 48.662, alloy 13.650 m^2/(V s)
  mobility impurity 0.9701, combined 0.8892 m^2/(V s)
n 2.0e+24 m^-3: kF 3.8978e+08 m^-1, E_F 115.77 meV
  b 19.440, F(b) 2.0664, impurity exponent -0.1459
  mobility acoustic 38.623, alloy 10.834 m^2/(V s)
  mobility impurity 0.8732, combined 0.7915 m^2/(V s)
n 4.0e+24 m^-3: kF 4.9109e+08 m^-1, E_F 183.77 meV
  b 24.492, F(b) 2.2776, impurity exponent -0.1351
  mobility acoustic 30.655, alloy 8.599 m^2/(V s)
  mobility impurity 0.7922, combined 0.7086 m^2/(V s)
n 8.0e+24 m^-3: kF 6.1873e+08 m^-1, E_F 291.72 meV
  b 30.859, F(b) 2.4927, impurity exponent -0.1255
  mobility acoustic 24.331, alloy 6.825 m^2/(V s)
  mobility impurity 0.7239, combined 0.6373 m^2/(V s)
mobility ratio, highest n / lowest n (dimensionless):
  acoustic 0.5000, alloy 0.5000
  impurity 0.7462, combined 0.7167
lowest-n mobilities in cm^2/(V s): acoustic, alloy, impurity, combined
  486625, 136505, 9701, 8892
golden-rule acoustic exponent -0.33333
golden-rule alloy exponent -0.33333
golden-rule impurity exponent at lowest n -0.15806
impurity exponent at fixed N_imp, lowest n 0.8419
impurity exponent equals -1/3 at b 2.1626, n 2.753e+21 m^-3
sampled / predicted alloy variance 0.9976
n 1.0e+24 m^-3: phonon X 0.2954, rate / equipartition 0.99517
n 8.0e+24 m^-3: phonon X 0.5908, rate / equipartition 0.98086
thermal / degenerate mobility, lowest n: contact 0.9925
thermal / degenerate mobility, lowest n: impurity 1.0363
screened / bare contact mobility: lowest n 1.2447, highest n 1.1234
mean screened-contact exponent over the range -0.3826
b 5.000: exact / Born transport cross section 1.4509
b 15.429: exact / Born transport cross section 1.1144
b 100.000: exact / Born transport cross section 1.0091
all good
```
